# Scaled Variance of the Constant-Capture Point-Island Size Distribution

## Problem

Atoms are deposited on a flat surface at a flux \(F\) per site and hop with rate constant \(D\), in units where capture numbers are dimensionless. Two monomers that meet form an immobile dimer, and every island of size \(s\ge 2\) grows by irreversible capture of monomers. Islands are points: they occupy no area, do not coalesce, and receive no atoms directly from the beam. There is no desorption. Monomers and islands of every size have the same constant capture number \(\sigma\). Spatial correlations are neglected, so that mean-field rate equations hold.

Let \(n_s\) be the density of islands of size \(s\) per site, \(n_1\) the monomer density, \(N=\sum_{s\ge2}n_s\), \(\theta=Ft\) the coverage and \(R=D/F\). Averages over islands exclude monomers. The surface is initially empty.

(a) Write the rate equations in a form without parameters, using a clock that counts the captures of one island.

(b) Find the late-stage island and monomer densities.

(c) Find the limiting distribution of \(u=s/S\), where \(S\) is the mean island size, and describe its upper endpoint.

(d) Calculate the scaled variance \(V=(\langle s^2\rangle-S^2)/S^2\) in the scaling limit \(\theta\sqrt{R\sigma}\to\infty\), and confirm it without using the singular density.

(e) Find the leading correction to \(V\) at finite coverage.

(f) Evaluate the case \(R=10^{10}\), \(\sigma=4\), \(\theta=0.15\) monolayer.

## Solution

### (a) Equations and the capture clock

A monomer is captured by islands of size \(s\) at the rate \(D\sigma n_1n_s\) per site. Dimers form at the rate \(D\sigma n_1^2\), and each such event removes two monomers. After division by \(F\),

\[
\frac{dn_1}{d\theta}=1-2R\sigma n_1^2-R\sigma n_1N,
\]
\[
\frac{dn_s}{d\theta}=R\sigma n_1(n_{s-1}-n_s),\qquad s\ge2 .
\]

For \(s=2\) the gain term is \(R\sigma n_1^2\), as it should be. Now set

\[
n_s=\frac{y_s}{\sqrt{R\sigma}},\qquad N=\frac{Y}{\sqrt{R\sigma}},\qquad \theta=\frac{T}{\sqrt{R\sigma}} .
\]

The factors on the left cancel, \(dn_s/d\theta=dy_s/dT\), and on the right \(R\sigma n_1n_s=y_1y_s\). No parameter remains, so the state depends on \(T=\theta\sqrt{R\sigma}\) alone.

Each island captures monomers at the rate \(y_1\) per unit \(T\), whatever its size. The natural clock is therefore \(d\tau=y_1\,dT\), with \(\tau=0\) at the start: \(\tau\) is the expected number of captures by an island present since then. With a prime for \(d/d\tau\),

\[
y_s'=y_{s-1}-y_s,\qquad y_1'=\frac1{y_1}-2y_1-Y,\qquad T'=\frac1{y_1}.
\]

Summing the first equation over \(s\ge2\) leaves only the first gain term, because the others cancel in pairs:

\[
Y'=y_1 .
\]

### (b) Late-stage densities

Multiply the monomer equation by \(y_1\) and rearrange:

\[
y_1Y=1-2y_1^2-y_1y_1' .
\]

A small deviation of \(y_1\) from the balance \(y_1'=0\) decays at the rate \(1/y_1^2+2\), which is large when monomers are scarce. The monomer density then follows the slowly growing \(Y\), and to leading order \(y_1Y=1\): nearly every deposited atom is captured by an existing island. Since \(y_1=Y'\),

\[
YY'=1\quad\Rightarrow\quad Y\simeq\sqrt{2\tau},\qquad y_1\simeq\frac1{\sqrt{2\tau}} .
\]

The neglected terms are \(2y_1^2\simeq1/\tau\) and \(y_1y_1'=(y_1^2)'/2\simeq-1/(4\tau^2)\), both small, so the approximation is consistent. Integration of \(T'=1/y_1\simeq\sqrt{2\tau}\) gives

\[
T\simeq\frac{(2\tau)^{3/2}}3,\qquad \tau\simeq\frac12(3T)^{2/3}.
\]

In the original variables, \(N\simeq(3T)^{1/3}/\sqrt{R\sigma}=(3\theta)^{1/3}(R\sigma)^{-1/3}\).

Part (e) needs the next order. Writing \(YY'=(Y^2/2)'\) and integrating the full balance,

\[
\frac{Y^2}{2}=\tau-2\int y_1^2\,d\tau-\frac{y_1^2}{2}+\text{const}.
\]

Here \(2y_1^2=1/\tau\) up to terms of order \((\ln\tau)/\tau^2\), whose integral converges. Hence

\[
\frac{Y^2}{2}=\tau-\ln\tau+c+o(1),
\]

where the constant \(c\) is fixed by the early stage. Numerical integration gives \(c\approx-0.98\).

### (c) The limiting distribution

An island born at clock reading \(\tau'\) starts with two atoms and has age \(a=\tau-\tau'\). Its later captures form a Poisson process of unit rate, so that

\[
y_s(\tau)=\int_0^\tau y_1(\tau')\,p_{s-2}(\tau-\tau')\,d\tau',\qquad p_k(a)=\frac{e^{-a}a^k}{k!}.
\]

This solves the rate equations because \(p_k'=p_{k-1}-p_k\), with \(p_k(0)=0\) for \(k\ge1\). For \(k=0\), \(p_0'=-p_0\) and \(p_0(0)=1\), which supplies the source \(y_1\) in the equation for dimers.

At fixed age the size has mean \(a+2\) and variance \(a\). Therefore

\[
\langle s\rangle_a=a+2,\qquad \langle s^2\rangle_a=(a+2)^2+a .
\]

Since \(a\le\tau\), division by \(\tau\) and \(\tau^2\) respectively leaves \(a/\tau\) and \((a/\tau)^2\), with errors of order \(1/\tau\). In the limit the size distribution is thus the age distribution, including its first two moments.

The islands older than \(x\tau\) are those born before \(\tau(1-x)\). Their fraction is

\[
\frac{Y(\tau(1-x))}{Y(\tau)}\to\sqrt{1-x},\qquad 0<x<1 .
\]

With \(x=s/\tau\), the cumulative fraction is \(1-\sqrt{1-x}\), and its derivative is the density

\[
g(x)=\frac1{2\sqrt{1-x}} .
\]

To find the mean, define \(v=\sqrt{1-x}\). Then \(x=1-v^2\), \(dx=-2v\,dv\), and \(g\,dx=-dv\). Reversing the limits turns the integral over \(x\) into an integral over \(v\) from 0 to 1 with unit weight:

\[
\langle x\rangle=\int_0^1(1-v^2)\,dv=\frac23,\qquad S\simeq\frac{2\tau}{3}.
\]

Hence \(u=s/S=3x/2\). The density transforms as \(f(u)=g(x)\,dx/du=(2/3)g(2u/3)\), or

\[
f(u)=\frac{1}{3\sqrt{1-2u/3}},\qquad 0<u<\frac32,
\]

and \(f=0\) beyond \(u=3/2\). At the endpoint \(f\) diverges as an inverse square root. The cause is the nucleation history: the number of islands born per unit \(\tau\) is \(y_1\), which falls as \(\tau^{-1/2}\) after a brief initial rise, and the earliest islands are the largest.

The singularity is integrable. The fraction of islands with \(u>3/2-\epsilon\) is \(\sqrt{2\epsilon/3}\), which vanishes with \(\epsilon\). The median follows from \(1-\sqrt{1-2u/3}=1/2\), which gives \(u=9/8\). It lies above the mean because the distribution has its long tail towards small, young islands.

### (d) The scaled variance

The variable \(v\) has a direct meaning: it is the birth rank of an island divided by the total number of islands, and ranks are uniformly distributed. The second moment is

\[
\langle u^2\rangle=\frac94\int_0^1(1-v^2)^2dv
=\frac94\left(1-\frac23+\frac15\right)
=\frac94\cdot\frac8{15}=\frac65 .
\]

Because \(\langle u\rangle=1\),

\[
V=\frac65-1=\frac15 .
\]

This value is exact for the stated mean-field model in the scaling limit.

**Confirmation by moments.** Let \(M_k=\sum_{s\ge2}s^ky_s\), so \(M_0=Y\). Shifting the index in the gain term gives

\[
M_k'=\sum_{r\ge1}(r+1)^ky_r-M_k .
\]

The term \(r=1\) contributes \(2^ky_1\). Expanding the power for \(r\ge2\) and cancelling \(M_k\),

\[
M_0'=y_1,\qquad M_1'=2y_1+M_0,\qquad M_2'=4y_1+2M_1+M_0 .
\]

At late times the leading terms are \(M_1'\simeq M_0\) and \(M_2'\simeq2M_1\). Successive integration yields

\[
M_0\simeq(2\tau)^{1/2},\qquad M_1\simeq\frac{(2\tau)^{3/2}}3,\qquad M_2\simeq\frac{2(2\tau)^{5/2}}{15}.
\]

Since \(S=M_1/M_0\) and \(\langle s^2\rangle=M_2/M_0\),

\[
V=\frac{M_2M_0}{M_1^2}-1=\frac{2}{15}\cdot9-1=\frac15 .
\]

No divergent density enters this calculation.

**Other nucleation laws.** Suppose that capture remains independent of size but \(Y\propto\tau^q\) with \(q>0\). The rank is then \(v=(1-x)^q\), so \(1-x=v^{1/q}\), and

\[
\langle1-x\rangle=\frac{q}{q+1},\qquad \langle(1-x)^2\rangle=\frac{q}{q+2}.
\]

The variance of \(x\) equals that of \(1-x\):

\[
\frac{q}{q+2}-\frac{q^2}{(q+1)^2}
=\frac{q[(q+1)^2-q(q+2)]}{(q+2)(q+1)^2}
=\frac{q}{(q+2)(q+1)^2}.
\]

Division by \(\langle x\rangle^2=1/(q+1)^2\) gives \(V=q/(q+2)\). The present problem has \(q=1/2\). Nucleation at a constant rate in \(\tau\) has \(q=1\), a uniform size distribution and \(V=1/3\).

A different constant capture number for monomers changes the nucleation law to \(Y'=\kappa y_1\), with constant \(\kappa\). The balance \(y_1Y\simeq1\) then gives \(YY'\simeq\kappa\) and again \(q=1/2\). The value of \(V\) is unchanged. It does depend on islands of all sizes capturing equally: with size-dependent capture numbers the clock \(d\tau=y_1\,dT\) can still be used, but it no longer counts the captures of every island. Size is then no longer a Poisson variable of mean \(a+2\), the balance \(y_1Y\simeq1\) is replaced by one weighted with the capture numbers, and \(V\) in general differs from \(1/5\).

### (e) Correction at finite coverage

Write \(L=\ln\tau\). Taking the square root of the result at the end of (b),

\[
M_0=\sqrt{2\tau}\left[1+\frac{c-L}{2\tau}+o\!\left(\frac1\tau\right)\right].
\]

Because \(y_1=M_0'\), the equation for \(M_1\) integrates from the empty surface to \(M_1=2M_0+\int_0^\tau M_0\,d\tau'\). The correction to \(M_0\) is \((c-L)/\sqrt{2\tau}\), and integration by parts gives

\[
\int\frac{c-L}{\sqrt{2\tau}}\,d\tau=\sqrt{2\tau}\,(c-L+2)+\text{const}.
\]

The constant is smaller than the terms retained. Adding \(2M_0\simeq2\sqrt{2\tau}\),

\[
M_1=\frac{(2\tau)^{3/2}}3+\sqrt{2\tau}\,(c-L+4)+o(\sqrt\tau)
\]
\[
\phantom{M_1}=\frac{(2\tau)^{3/2}}3\left[1+\frac{3(c-L+4)}{2\tau}+o\!\left(\frac1\tau\right)\right].
\]

For the second moment, replace \(M_0\) in its equation by \(M_1'-2M_0'\). Then \(M_2'=2M_1+M_1'+2M_0'\), so

\[
M_2=2\int_0^\tau M_1\,d\tau'+M_1+2M_0 .
\]

The last term is negligible at the required order. Integration by parts gives

\[
2\int\sqrt{2\tau}\,(c-L+4)\,d\tau
=\frac23(2\tau)^{3/2}\left(c-L+\frac{14}{3}\right)+\text{const}.
\]

The separate term \(M_1\) adds \((2\tau)^{3/2}/3\), which raises the bracket by \(1/2\). Since \(14/3+1/2=31/6\),

\[
M_2=\frac{2(2\tau)^{5/2}}{15}
\left[1+\frac{5(c-L+31/6)}{2\tau}+o\!\left(\frac1\tau\right)\right].
\]

In \(M_2M_0/M_1^2\), the coefficient of \((c-L)/(2\tau)\) is \(5+1-6=0\). The logarithm and the early-stage constant both cancel. The remaining numbers are

\[
\frac{M_2M_0}{M_1^2}
=\frac65\left[1+\frac{1}{2\tau}\left(\frac{155}{6}-24\right)\right]+o\!\left(\frac1\tau\right),
\]

and, because \(155/6-24=11/6\),

\[
V=\frac15+\frac{11}{10\tau}+o\!\left(\frac1\tau\right).
\]

Part of this correction is Poisson noise. At fixed age the variance is \(a\), whose average is about \(S\); it adds \(S/S^2=1/S\simeq3/(2\tau)\) to \(V\). The two initial atoms raise the mean without changing the variance, and contribute \(-(4/S)/5\simeq-6/(5\tau)\). The remaining \(4/(5\tau)\) comes from the correction to the age distribution.

**Start of deposition.** The opposite limit, \(T\to0\), has \(y_1\simeq T\). Then \(dy_2/dT\simeq T^2\) gives \(y_2\simeq T^3/3\), and \(dy_3/dT\simeq y_1y_2\) gives \(y_3\simeq T^5/15\). The fraction of trimers among islands is \(T^2/5\), which is also the leading variance of \(s\). With mean size 2, \(V\simeq T^2/20\). The scaled variance thus starts at zero, but approaches \(1/5\) from above. It must pass through a maximum above \(1/5\) in between.

### (f) Numerical case

The scale factor is \(\sqrt{R\sigma}=\sqrt{4\times10^{10}}=2\times10^5\), so \(T=0.15\times2\times10^5=30000\). The leading law gives

\[
\tau\simeq\frac12(90000)^{2/3}=1004.1,
\]

while integration of the moment equations gives \(\tau=1008.1\). The integrated island and monomer densities are \(N=2.236\times10^{-4}\) and \(n_1=1.117\times10^{-7}\) per site. Their balance is

\[
R\sigma n_1N=(4\times10^{10})(1.117\times10^{-7})(2.236\times10^{-4})\approx0.999 .
\]

About 99.9% of the deposition rate is therefore taken up by existing islands, as the estimate \(1-1/\tau\) predicts.

Monomers hold a negligible share of the atoms, so the mean size is

\[
S\simeq\frac{\theta}{N}=\frac{0.15}{2.236\times10^{-4}}\approx671\ \text{atoms},
\]

close to \(2\tau/3=672\). The corrected variance formula gives

\[
V\simeq0.2+\frac{1.1}{1008.1}=0.20109 .
\]

The moment equations and a separate integration of all island sizes both give \(V=0.20101\). The standard deviation is \(\sqrt{0.20101}\times671\approx301\) atoms. This is far wider than Poisson noise alone, \(\sqrt{671}\approx26\) atoms: the spread is mainly one of birth times.

The density itself converges less evenly. At \(u=0.25\) the size-resolved equations give \(f=0.367\), against the limiting value 0.365. At \(u=1.25\) they give 0.8315 against 0.8165, a difference of about 2% of the limiting value. The fraction of islands up to the mean size is 0.424, compared with \(1-1/\sqrt3=0.423\) in the limit.

At finite \(\tau\) the endpoint is rounded. An old island has size about \(\tau-\tau'+\sqrt\tau Z\), where \(Z\) is a standard normal variable, and it exceeds \(\tau\) when \(\tau'<\sqrt\tau Z\). Dividing the number of such births by \(Y(\tau)\), with \(Z_+=\max(Z,0)\), gives to leading order

\[
P(s>\tau)\simeq
\left\langle\frac{\sqrt{2\sqrt\tau\,Z_+}}{\sqrt{2\tau}}\right\rangle
=\tau^{-1/4}\langle Z_+^{1/2}\rangle .
\]

With \(w=z^2/2\), the normal average becomes

\[
\langle Z_+^{1/2}\rangle
=\frac1{\sqrt{2\pi}}\int_0^\infty(2w)^{-1/4}e^{-w}dw
=\frac{2^{-1/4}\Gamma(3/4)}{\sqrt{2\pi}}=0.411 .
\]

The estimate is 0.073 here; the size-resolved equations give 0.069. About 7% of the islands still lie beyond the formal edge, although \(V\) differs from its limit by only 0.5%. The overshoot is of order \(\sqrt\tau\), small compared with \(S\), and the Poisson noise has zero mean at fixed age.

Integration over a wide range of \(\tau\) tests the correction. The product \(\tau(V-1/5)\) is 0.852, 1.022, 1.074 and 1.092 at \(\tau=10^2,10^3,10^4\) and \(10^5\), approaching 1.1. Its distance from 1.1 falls by roughly \(\sqrt{10}\) per decade. This agrees with the constant dropped from \(M_1\), which enters \(V\) at order \(\tau^{-3/2}\). The full values are in the numerical output.

These numbers describe the model, in which islands have no area and spatial correlations are neglected. The second assumption fails even for point islands on a lattice, where larger islands capture somewhat faster than smaller ones. On a real surface, an island's capture rate depends on its size and surroundings, and at higher coverage islands coalesce. Flat islands one atom high also intercept a share of the beam equal to the area fraction they cover, which would be about 15% at the end of this example. The value \(1/5\) is then no longer implied.

## Table of computed values

```
Limiting distribution, by quadrature (dimensionless)
  norm = 1.0000000000
  mean of u = 1.0000000000
  mean of u^2 = 1.2000000000
  scaled variance = 0.2000000000
Example inputs
  D/F = 1.0e+10 (dimensionless), sigma = 4.0 (dimensionless)
  coverage theta = 0.15 monolayer
Example results from moment equations
  sqrt(R sigma) = 2.0000e+05 (dimensionless)
  T = 30000.0 (dimensionless)
  capture clock tau = 1008.13 (dimensionless)
  leading-order tau = 1004.15 (dimensionless)
  monomer density = 1.1168e-07 per site
  island density = 2.2363e-04 per site
  mean island size = 670.74 atoms
  two thirds of tau = 672.09 atoms
  standard deviation of size = 300.72 atoms
  scaled variance = 0.201014 (dimensionless)
  1/5 + 11/(10 tau) = 0.201091 (dimensionless)
Example results from all sizes separately
  scaled variance = 0.201014 (dimensionless)
  u, f from rate equations, f limiting (dimensionless)
  0.25  0.3668  0.3651
  0.50  0.4103  0.4082
  0.75  0.4742  0.4714
  1.00  0.5819  0.5774
  1.25  0.8315  0.8165
  fraction of islands up to mean size = 0.4240
  limiting value of that fraction = 0.4226
  fraction with size above tau = 0.0690
  leading estimate of that fraction = 0.0730
  half-moment of normal law = 0.4111
Approach to the limit: tau, scaled variance, tau*(variance - 1/5)
  100  0.2085201  0.8520
  1000  0.2010216  1.0216
  10000  0.2001074  1.0744
  100000  0.2000109  1.0917
Constant in M0^2/2 = tau - ln(tau) + const: -0.981
```
